# Does the compressibility relation fix S(0) in amorphous silicon?

## Question

I am comparing X-ray data on amorphous silicon, made by ion implantation and then annealed, with a simple thermodynamic estimate. Extrapolated to zero wave vector, the structure factor is about $S(0)=0.0076$.

The material is homogeneous and isotropic on long scales, like a liquid, so I used the compressibility relation

$$S(0)=n k_BT\,\kappa_T=\frac{n k_BT}{K},$$

where $n$ is the number of atoms per volume and $K=1/\kappa_T$ is the isothermal bulk modulus. With rough values $n=4.9\times10^{22}\ \mathrm{cm^{-3}}$, $K=90$ GPa and $T=300$ K, I get a result several times too small. Is my bulk modulus wrong, is the extrapolation wrong, or should I insert some higher effective temperature?

## Answer

None of these is needed to explain a mismatch, although nothing below tests the extrapolation itself. The relation is a statement about a system that samples all its density fluctuations in equilibrium. A solid amorphous network does not do so at room temperature, and two things change: a frozen contribution appears, and the thermal contribution contains a different elastic modulus. To see where the argument breaks, it helps to derive the relation first.

### What the fluid relation assumes

Define

$$S(\mathbf q)=\frac1N\left\langle|\rho_{\mathbf q}|^2\right\rangle,\qquad \rho_{\mathbf q}=\sum_{j=1}^N e^{-i\mathbf q\cdot\mathbf r_j},$$

and let $S(0)$ mean the limit $q\to0$, with the forward peak at $q=0$ left out. For a homogeneous fluid this limit equals the number variance in a large open volume $V$, divided by the mean number.

In the grand canonical ensemble, the probability of finding $N$ atoms is proportional to $e^{\mu N/k_BT}Z_N$, where $\mu$ is the chemical potential and $Z_N$ the canonical partition function. Differentiating the normalized mean with respect to $\mu/k_BT$ gives

$$\mathrm{Var}\,N=k_BT\left(\frac{\partial\langle N\rangle}{\partial\mu}\right)_{T,V}.$$

At constant temperature the Gibbs–Duhem equation reads $dP=n\,d\mu$, so $\partial n/\partial\mu=n\,\partial n/\partial P$. With $\langle N\rangle=nV$,

$$\frac{\mathrm{Var}\,N}{\langle N\rangle}=\frac{k_BT}{n}\frac{\partial n}{\partial\mu}=k_BT\frac{\partial n}{\partial P}=\frac{n k_BT}{K},$$

because $K=n\,\partial P/\partial n$.

Hard rods of length $a$ on a line give a case that can be counted. Their pressure is $P=nk_BT/(1-na)$, so $\partial P/\partial n=k_BT/(1-na)^2$ and the relation predicts $(1-na)^2$. At $Pa/k_BT=1$ the density is $na=1/2$, and the prediction is $1/4$. An explicit sum over all particle numbers gives 0.2500, in agreement.

The derivation gives every particle number its equilibrium weight. In a liquid the atoms keep changing neighbours, so no density pattern is permanent and the equilibrium weights are sampled during the measurement. In amorphous silicon at room temperature, atoms vibrate about the sites of one particular network. The regions that were slightly dense when the network formed stay slightly dense. Being isotropic does not help: isotropy is a symmetry of the average structure, whereas the relation needs equilibrium sampling.

### Separating frozen and thermal fluctuations

Assume that the network remains in one basin of its energy landscape during the measurement. Let angle brackets now denote the thermal average within that basin, and write

$$\rho_{\mathbf q}=A_{\mathbf q}+\delta\rho_{\mathbf q},\qquad A_{\mathbf q}=\langle\rho_{\mathbf q}\rangle,\qquad \langle\delta\rho_{\mathbf q}\rangle=0.$$

Squaring gives

$$|\rho_{\mathbf q}|^2=|A_{\mathbf q}|^2+2\,\mathrm{Re}\,(A_{\mathbf q}^*\delta\rho_{\mathbf q})+|\delta\rho_{\mathbf q}|^2.$$

The middle term vanishes on thermal averaging, since $A_{\mathbf q}$ is a fixed number in this basin. Therefore

$$S(\mathbf q)=\frac{|A_{\mathbf q}|^2}{N}+\frac{\langle|\delta\rho_{\mathbf q}|^2\rangle}{N}.$$

A macroscopic sample contains many differently arranged regions, so the first term is finally averaged over them. Its limit is $S_{\rm frozen}$. It depends on how the network was made and annealed, and the present temperature and bulk modulus do not determine it.

### The thermal part contains the longitudinal modulus

The second term follows from the response to a weak static potential. Take $\mathbf q$ along $x$ and add the energy $\varphi(x)=\epsilon\cos qx$ per atom. The total added energy is $\epsilon C$, with $C=\sum_j\cos qx_j$. Classically, the average of $C$ is weighted by $e^{-(H+\epsilon C)/k_BT}$, where $H$ is the energy without the potential. Differentiating this weight and its normalization gives

$$\left.\frac{d\langle C\rangle}{d\epsilon}\right|_{\epsilon=0}=-\frac{\mathrm{Var}\,C}{k_BT}.$$

The left side can be found from elasticity when the wavelength is long. The force on an atom is $-\varphi'=\epsilon q\sin qx$, so the force density is $n\epsilon q\sin qx$. The displacement $u(x)$ points along $x$, and the only strain component is $u'$. Hooke's law for an isotropic solid with shear modulus $G$ separates the volume change from the shape change:

$$\sigma_{xx}=Ku'+2G\left(u'-\tfrac13u'\right)=Mu',\qquad M=K+\tfrac43G.$$

A plane density wave compresses the solid along one direction without letting it contract or expand sideways. That is partly a shear, and it costs shear energy. Force balance then reads

$$Mu''+n\epsilon q\sin qx=0\quad\Rightarrow\quad u=\frac{n\epsilon}{Mq}\sin qx.$$

To first order, the density changes by

$$\delta n=-nu'=-\frac{n^2\epsilon}{M}\cos qx.$$

The cosine sum changes by the integral of $\delta n\cos qx$ over the volume. Since $\cos^2qx$ averages to $1/2$,

$$\delta\langle C\rangle=-\frac{n^2V\epsilon}{2M},\qquad \mathrm{Var}\,C=\frac{n^2Vk_BT}{2M}=\frac{N}{2}\frac{nk_BT}{M}.$$

The sine sum has the same variance. The two add up to $\langle|\delta\rho_{\mathbf q}|^2\rangle$, and so

$$\boxed{S(q\to0)=S_{\rm frozen}+\frac{nk_BT}{M}}$$

Here $M$ is the isothermal modulus of the relaxed network: when the solid is strained, its atoms may move away from the uniformly deformed positions to balance their forces. The derivation treats density and modulus as uniform on the scale of the wavelength.

For an equilibrium fluid, $G=0$ and there is no frozen part, so the original relation returns. For an isotropic solid with $G>0$ and no frozen long-wavelength fluctuations, $S(0)=nk_BT/M$, which is smaller than $nk_BT/K$. (In an elastically anisotropic crystal the modulus that replaces $M$ depends on the direction of $\mathbf q$.) The fluid formula is therefore not even a lower bound for a solid.

### A disordered solid where both parts can be computed

A two-dimensional network of 648 atoms joined by harmonic springs tests this. It is a triangular lattice with some atoms missing, small random shifts of the sites, and unequal spring constants. In two dimensions the shape part of the strain is $u'-u'/2$, so $M=K+G$.

Straining the whole network uniformly, with all atoms free to relax, gives $K=0.710$ and a mean $M=1.043$ in model units. The thermal density fluctuations, calculated separately from the vibrations at the smallest wave vectors along the two box axes, are 1.002 times $nk_BT/M$ but 0.68 times $nk_BT/K$. The longitudinal modulus is the right one.

The full structure factor was then sampled from thermal displacements at two temperatures, with the network held fixed:

- At $k_BT=0.02$, sampling gives 0.0471. The frozen part plus $nk_BT/M$ gives 0.0470, and the fluid formula 0.0314.
- At $k_BT=0.002$, sampling gives 0.0279. The sum gives 0.0278, and the fluid formula 0.0031.

Cooling by a factor of ten removes most of the thermal part and leaves the frozen part, 0.0257, in place. That last number belongs to this one network and these two wave vectors; it is not an average over many networks.

### The numbers for amorphous silicon

I use your inputs and add a rough shear modulus $G=45$ GPa, so that $M=90+\tfrac43(45)=150$ GPa. At 300 K, $k_BT=25.85$ meV, and the product $nk_BT$ is about 0.203 GPa. The two thermal expressions are

$$\frac{nk_BT}{K}=\frac{0.203}{90}=0.0023,\qquad \frac{nk_BT}{M}=\frac{0.203}{150}=0.00135.$$

The value 0.0076 is 3.4 times the first and 5.6 times the second. The frozen part is what remains after the correct thermal part is removed:

$$S_{\rm frozen}=0.0076-0.00135\approx0.0062,$$

or about 82% of the total. Subtracting the fluid value instead would give 0.0053 and underestimate it.

Could a poor bulk modulus explain the gap? To reach 0.0076, the fluid relation would need $K=0.203/0.0076\approx27$ GPa, less than a third of the rough value. The uncertainty of the inputs matters more for the size of the frozen part. If $M$ were 20% lower, the thermal part would rise by a quarter, about 0.0003, and the frozen part would fall by about 5%.

Could an effective temperature explain it? With $K$ and $n$ held fixed, the fluid relation would need about 1010 K. This is the ratio 3.4 multiplied by 300 K, and it contains no new information. If a liquid had been in equilibrium until it suddenly froze, its fluctuations at that moment would be governed by the liquid's own density and modulus, not by those of the solid at 300 K. A network produced by ion damage need not have passed through such an equilibrium state at all.

A change of measuring temperature separates the two descriptions. Suppose the film is cooled to 100 K, with its density, moduli and frozen network taken as unchanged. The fluid relation predicts a fall to one third of its room-temperature value, from 0.0023 to 0.00075. The decomposition predicts

$$S(0)=0.0062+\tfrac13(0.00135)\approx0.0067,$$

a fall of only about 12% from 0.0076. These are predictions of the two formulas, not measured data.

### What the frozen part does and does not tell you

Missing atoms provide a scale. Take a lattice of $N_s$ sites and remove each atom independently with probability $c$, without relaxing the neighbours. Let $s_j$ be 1 for an occupied site and 0 for an empty one. At a small wave vector that fits the periodic box, the sum of $e^{-i\mathbf q\cdot\mathbf R_j}$ over the sites $\mathbf R_j$ of the full lattice is zero. The mean occupation therefore contributes nothing, and the independent variances $c(1-c)$ add:

$$S=\frac{N_sc(1-c)}{N_s(1-c)}=c.$$

For compact voids, each missing $m$ atoms, a wavelength much longer than the void makes all $m$ amplitudes add in phase. With $N_v$ independently placed, dilute voids and a missing fraction $f=mN_v/N$,

$$S=\frac{N_vm^2}{N}=mf.$$

Explicit sums on a diamond lattice test both results. For vacancies with $c=0.0060$ they give $S=0.00596$. For five-atom voids they give 0.0292, against $mf=0.0298$. A deficit of this size is plausible at finite wavelength. The box is eight cubic cells long, so the four neighbours of a void's centre have phases of $\pm\pi/16$, which reduces the intensity by the factor $[(1+4\cos(\pi/16))/5]^2\approx0.97$. The exact average for independently placed voids, overlaps included, is $0.968\,mf$ in this box and $0.998\,mf$ at long wavelength, so overlap matters little. The sampled ratio of 0.98 differs from 0.968 by about its statistical scatter of 1.5%.

Applied to silicon, a frozen part of 0.0062 corresponds to single vacancies on 0.62% of the sites, or to five-atom voids with 0.125% of the atoms missing. The same $S(0)$ thus allows amounts of missing material that differ by a factor of five. Relaxation around each defect would change its amplitude, so these are equivalents and not defect concentrations. Voids are not required either: a frozen volume strain that varies slowly through a fully bonded network also changes the density, through $\delta n=-n\,\nabla\cdot\mathbf u$.

This is also why annealing matters. Two films measured at the same temperature, with the same density and moduli, can have different $S(0)$ if their frozen density patterns differ. The formula does not say whether a given anneal raises or lowers the value; that depends on how the network and its defects rearrange.

### Corrections and the real film

The thermal result is classical. For a vibration of angular frequency $\omega$, quantum mechanics multiplies the mean-square displacement by

$$\frac{x}{2}\coth\frac{x}{2}=1+\frac{x^2}{12}+\cdots,\qquad x=\frac{\hbar\omega}{k_BT}.$$

The rough inputs give a longitudinal sound speed of 8.1 km/s. At $q=1\ \mathrm{nm^{-1}}$ the phonon energy is 5.33 meV, so $x=5.33/25.85=0.21$ and the thermal part increases by 0.35%. The correction vanishes as $q\to0$, because $\omega$ does, but it grows quickly with $q/T$. With the same linear dispersion it is 5.6% at $q=4\ \mathrm{nm^{-1}}$ and 300 K, and at 100 K it is 3%, 12% and 47% of the thermal part at $q=1$, 2 and $4\ \mathrm{nm^{-1}}$. The cooling prediction above therefore applies to the extrapolated limit, not to data at finite $q$.

Moduli obtained from sound speeds are adiabatic, whereas the formula needs isothermal ones. Let $\alpha$ be the volume expansion coefficient and $c_V$ the heat capacity per volume. The pressure changes by $dP=-K\,dV/V+\alpha K\,dT$. The same coefficient $(\partial P/\partial T)_V=\alpha K$ is, by a Maxwell relation, the rate at which entropy changes with volume at constant temperature. With no heat exchanged in a reversible change the entropy is constant, so $c_V\,dT/T+\alpha K\,dV/V=0$, or $c_V\,dT=-T\alpha K\,dV/V$. Substituting this $dT$ gives

$$\frac{K_{\rm adiabatic}}{K}=1+\frac{\alpha^2KT}{c_V}.$$

With rough values $\alpha=9\times10^{-6}\ \mathrm{K^{-1}}$ and $c_V=1.6\ \mathrm{J\,cm^{-3}\,K^{-1}}$, the difference is 0.14% in $K$. A pure shear of an isotropic solid does not change its temperature to first order, so $G$ is unaffected and $M$ differs by 0.08%. Neither correction can account for a factor of several.

For a real implanted film, the density and moduli used here are typical in size, but they vary with preparation. The assumption most easily broken is homogeneity: damage can vary with depth, and voids may be present. Because $S=mf$ grows with void size, a few voids matter. Five-atom voids missing just 0.01% of the atoms would add 0.0005, and the same missing fraction in voids of 100 atoms would add 0.01, more than the whole value you quote. That is the $q\to0$ value: a spherical void of 100 atoms has a radius near 0.8 nm, and its contribution falls to 0.009, 0.006 and 0.001 at $q=1$, 2 and $4\ \mathrm{nm^{-1}}$. The extrapolation must therefore start from wavelengths long compared with the structures one wants to include. The detection also matters. The formula assumes that scattering is summed over phonon energies, as in an ordinary X-ray measurement. If the detector accepted the elastic part alone, the thermal term should not be subtracted, and the whole 0.0076 would be frozen.

Your estimate is thus a correct evaluation of a relation that does not apply to this solid. The comparison does show that the film carries frozen density fluctuations, provided the extrapolated value is sound; identifying their structure takes further evidence, such as the scattering at larger $q$. The numerical output below gives the values with more digits.

## Computed values

```
EQUILIBRIUM FLUID (hard rods)
Var N / mean N, explicit sum: 0.2500
n kB T / K from equation of state: 0.2500
DISORDERED SPRING NETWORK (model units)
atoms: 648, K: 0.7099, mean M: 1.0428
thermal S / (n kB T/M), mean of two axes: 1.002
thermal S / (n kB T/K), mean of two axes: 0.682
frozen S, mean of two axes: 0.02566
kB T = 0.02: sampled S 0.04712, frozen + n kB T/M 0.04702, n kB T/K 0.03137
kB T = 0.002: sampled S 0.02785, frozen + n kB T/M 0.02779, n kB T/K 0.00314
MISSING ATOMS ON A DIAMOND LATTICE
single vacancies: fraction 0.0060, S 0.00596
5-atom voids: missing fraction 0.00596, S 0.02924, 5 x fraction 0.02978
AMORPHOUS SILICON (rough inputs)
S(0) posed: 0.0076; temperature: 300 K
number density: 4.90e+22 cm^-3
K: 90 GPa; G: 45 GPa; M: 150 GPa
kB T: 25.85 meV
fluid relation n kB T/K: 0.00226
thermal part n kB T/M: 0.00135
posed S / fluid relation: 3.37
posed S / thermal part: 5.62
frozen remainder: 0.00625
frozen share of posed S: 82 %
K needed by fluid relation: 26.7 GPa
T needed by fluid relation: 1011 K
at 100 K, fluid relation: 0.00075
at 100 K, frozen + thermal: 0.00670
equivalent single vacancies: 0.62 % of sites
equivalent 5-atom voids: 0.125 % of atoms missing
NEGLECTED EFFECTS
longitudinal sound speed: 8.10 km/s
phonon energy at q = 1 nm^-1: 5.33 meV
quantum increase of thermal part there: 0.35 %
rough volume expansion: 9e-06 1/K; heat capacity: 1.6 J/(cm^3 K)
adiabatic K above isothermal K: 0.14 %
```
